# Perfect transmission through an odd number of helical pairs

## Definitions and conventions

Time reversal is represented by an antiunitary operator $\Theta$. For all states $a,b$ and complex numbers $c$,

$$
\Theta(c\,a)=c^*\,\Theta a,\qquad \langle\Theta a|\Theta b\rangle=\langle b|a\rangle. \tag{1}
$$

For an electron with spin, $\Theta^2=-1$. The states $\psi$ and $\Theta\psi$ are called Kramers partners. An operator $V$ is time-reversal symmetric if $\Theta V\Theta^{-1}=V$.

A helical pair consists of one mode moving to the right and its Kramers partner moving to the left. At an energy inside the bulk gap, one edge of a two-dimensional $Z_2$ topological insulator carries an odd number of such pairs. We consider a sample between two leads, each carrying $N$ pairs at the energy $E$. Electrons are independent, and scattering is coherent and elastic.

In the left lead, $\phi_n$ with $n=1,\dots,N$ are the modes travelling towards the sample. Their partners $\Theta\phi_n$ travel away from it, because the velocity operator changes sign under $\Theta$. In the right lead, $\chi_n$ are incoming and $\Theta\chi_n$ outgoing. All modes carry unit flux and are chosen so that the flux of a superposition is the sum of the fluxes of its modes.

Collect the $2N$ incoming amplitudes in a vector $a$ and the outgoing ones in $b$. The scattering matrix is defined by

$$
b=Sa,\qquad S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}, \tag{2}
$$

where $r$ and $t$ describe reflection and transmission of waves arriving from the left, and $r',t'$ those of waves arriving from the right. A perfectly transmitted, or open, channel is a superposition $\sum_n a_n\phi_n$ that is transmitted with probability one.

The result to be derived has two parts. A Hermitian, time-reversal symmetric $V$ has no matrix element between Kramers partners. Under the same symmetry, $r^T=-r$, and for odd $N$ this forces at least one open channel. The first part does not give the second directly: it concerns matrix elements of $V$, which determine $r$ only to first order in $V$, and it leaves scattering from $\phi_1$ into $\Theta\phi_2$ allowed. The link between the two is an antisymmetry, which will be obtained in two ways.

## The matrix element between Kramers partners

Let $A$ be an operator with $\Theta A\Theta^{-1}=A^\dagger$. Equation (1), applied to the states $Ab$ and $\Theta a$, gives

$$
\langle\Theta a|Ab\rangle=\langle\Theta Ab|\Theta^2a\rangle .
$$

Here $\Theta Ab=A^\dagger\Theta b$ and $\Theta^2a=-a$. Therefore

$$
\langle\Theta a|Ab\rangle=-\langle A^\dagger\Theta b|a\rangle=-\langle\Theta b|Aa\rangle. \tag{3}
$$

For $b=a$ the number equals its own negative, so $\langle\Theta a|A|a\rangle=0$. The choice $A=1$ shows that partners are orthogonal. A Hermitian, time-reversal symmetric $V$ satisfies $\Theta V\Theta^{-1}=V=V^\dagger$, and hence

$$
\langle\Theta\psi|V|\psi\rangle=0\quad\text{for every }\psi. \tag{4}
$$

Each assumption is needed, as three small cases show.

- **Time-reversal symmetry.** For one spin, take $\Theta=i\sigma_yK$, with $K$ complex conjugation. The magnetic term $\sigma_x$ is odd under $\Theta$, and its element between spin up and the partner of spin up has magnitude 1.
- **Hermiticity.** The operator $i\sigma_x$ commutes with $\Theta$, since both $i$ and $\sigma_x$ change sign. It is not Hermitian, and its element again has magnitude 1.
- **The sign of $\Theta^2$.** For $\Theta=K$ one has $\Theta^2=+1$. With $V=\mathrm{diag}(1,2)$ and $\psi=(1,i)/\sqrt2$, the element is $(1-2)/2=-1/2$.

## First derivation: reversing a scattering state

Far from the sample, evanescent waves have died out. A scattering state then has the form

$$
\Psi=\sum_n\left(a_n\varphi_n+b_n\Theta\varphi_n\right),
$$

where $\varphi_n$ runs over the incoming modes of both leads. Since the Hamiltonian commutes with $\Theta$, the state $\Theta\Psi$ is a solution at the same energy:

$$
\Theta\Psi=\sum_n\left(a_n^*\Theta\varphi_n+b_n^*\Theta^2\varphi_n\right)
=\sum_n\left(-b_n^*\varphi_n+a_n^*\Theta\varphi_n\right).
$$

Its incoming amplitudes are $-b^*$ and its outgoing amplitudes are $a^*$. The same matrix $S$ must connect them:

$$
a^*=-Sb^*=-SS^*a^* .
$$

The incoming vector $a$ is arbitrary, so

$$
SS^*=-1. \tag{5}
$$

Conservation of flux requires $b^\dagger b=a^\dagger a$ for every $a$, which means $S^\dagger S=1$. The complex conjugate of this equation is $S^TS^*=1$, so $(S^*)^{-1}=S^T$. Multiplying (5) from the right by $(S^*)^{-1}$ gives

$$
S=-S^T,\qquad\text{hence}\qquad r^T=-r,\quad r'^T=-r',\quad t'=-t^T. \tag{6}
$$

The diagonal elements $r_{nn}$ vanish: an electron is never reflected into the partner of its incoming mode. For $N=1$ this already means $r=0$, however strong the scattering.

The antisymmetric form depends on using $\Theta\phi_n$ as the outgoing basis. Another outgoing basis multiplies $r$ from the left by a unitary matrix. This can hide the antisymmetry, but it changes neither the rank of $r$ nor the transmission probabilities.

## Second derivation: summing the perturbation series

The second route starts from the perturbation and follows it beyond first order. It uses the model

$$
H=H_0+V(x),\qquad H_0=-i\hbar v\,\sigma_z\partial_x,
$$

with $\Theta=i\sigma_yK$. The wave function has $N$ right-moving components ($\sigma_z=+1$) and $N$ left-moving ones ($\sigma_z=-1$). The bounded Hermitian matrix $V(x)$ is time-reversal symmetric and vanishes outside $0<x<L$.

With $k=E/\hbar v$ and unit vectors $R_n,L_n$ for the two kinds of component, the incoming waves from the left and their partners are

$$
\phi_n=e^{ikx}R_n,\qquad \Theta\phi_n=-e^{-ikx}L_n .
$$

The minus sign comes from $i\sigma_y$, which maps $(1,0)$ to $(0,-1)$. All modes have the same speed, so the common factor that would normalize them to unit flux cancels from $S$.

The scattering state obeys

$$
\psi=\phi_n+G_0V\psi,\qquad G_0=(E+i0-H_0)^{-1}. \tag{7}
$$

For the left-moving components, the Green function solves $(E-i\hbar v\partial_x)g=\delta(x-x')$ and must describe a wave leaving the source:

$$
g(x,x')=-\frac{i}{\hbar v}\,e^{-ik(x-x')}\quad(x<x'),\qquad g=0\quad(x>x').
$$

To check the prefactor, note that $g$ jumps by $+i/\hbar v$ as $x$ increases through $x'$, and $-i\hbar v\cdot(i/\hbar v)=1$, as the delta function requires.

To the left of the sample, the component of the reflected wave along $L_m$ is therefore

$$
-\frac{i}{\hbar v}\,e^{-ikx}\int_0^L e^{ikx'}\,(V\psi)_{L_m}(x')\,dx'
=+\frac{i}{\hbar v}\,e^{-ikx}\,\langle\Theta\phi_m|V\psi\rangle .
$$

The sign changes because $\Theta\phi_m$ contains $-e^{-ikx}L_m$. For the same reason, the coefficient of $\Theta\phi_m$ is minus the coefficient of $e^{-ikx}L_m$. Thus

$$
r_{mn}=-\frac{i}{\hbar v}\langle\Theta\phi_m|V\psi\rangle
=-\frac{i}{\hbar v}\langle\Theta\phi_m|T|\phi_n\rangle, \tag{8}
$$

where $T\phi_n=V\psi$. Solving (7) for $\psi$ gives $\psi=\phi_n+(E+i0-H)^{-1}V\phi_n$, so $T$ is the limit $z\to E+i0$ of

$$
T(z)=V+V(z-H)^{-1}V. \tag{9}
$$

The limit exists in this model. The wave equation on $0<x<L$ is a first-order system, so its solution is fixed linearly by its $2N$ values at $x=0$, and matching to given incoming waves at the two ends is a square linear system of $2N$ equations whose coefficients depend continuously on $z$. The limit could therefore fail only if this system were singular at $z=E$, that is, if a nonzero solution without incoming waves existed. Such a solution would carry no outgoing flux either, so it would vanish at both ends of the sample. A solution of a first-order differential equation that vanishes at one point vanishes everywhere.

To first order, $T$ is replaced by $V$:

$$
r_{mn}\approx-\frac{i}{\hbar v}\langle\Theta\phi_m|V|\phi_n\rangle. \tag{10}
$$

Equation (4) removes the diagonal elements at this order. For the complete $T$, use the fact that $\Theta$ commutes with $V$ and $H$ but conjugates the number $z$:

$$
\Theta T(z)\Theta^{-1}=V+V(z^*-H)^{-1}V=T(z)^\dagger .
$$

This is the condition under which (3) holds. Plane waves are not normalizable, but $T$ has a factor $V$ on each side. We may therefore multiply the plane waves by a real function of $x$ that equals 1 on the sample and vanishes far away, without changing any matrix element. Equation (3) then holds for each $z$ above the real axis, and in the limit

$$
\langle\Theta\phi_m|T|\phi_n\rangle=-\langle\Theta\phi_n|T|\phi_m\rangle,
\qquad\text{so}\qquad r^T=-r. \tag{11}
$$

The rule for Kramers partners thus survives the summation of all multiple scattering events, because $T$ inherits from $V$ the property used in its proof.

## From antisymmetry to an open channel

A matrix and its transpose have the same determinant, and a factor $-1$ in each of $N$ rows gives $(-1)^N$. Hence

$$
\det r=\det r^T=\det(-r)=(-1)^N\det r. \tag{12}
$$

For odd $N$ this forces $\det r=0$, so there is a vector $a\neq0$ with $ra=0$. The upper left block of $S^\dagger S=1$ reads $r^\dagger r+t^\dagger t=1$, and therefore

$$
|ta|^2=a^\dagger(1-r^\dagger r)a=|a|^2 .
$$

This superposition is transmitted with probability one. The conductance at zero temperature and small voltage is $G=(e^2/h)\,\mathrm{Tr}\,t^\dagger t$. None of the eigenvalues of $t^\dagger t$ is negative and one of them is 1, so $G\geq e^2/h$.

The number of open channels can be restricted further. Let $r^\dagger r\,v=\lambda v$ with $\lambda>0$, and define $Jv=(rv)^*/\sqrt\lambda$. Antisymmetry gives $r^\dagger=-r^*$. The eigenvalue equation then reads $-r^*rv=\lambda v$, with complex conjugate $-rr^*v^*=\lambda v^*$. It follows that

$$
r^\dagger r\,(r^*v^*)=r^*\left(-rr^*v^*\right)=\lambda\,r^*v^*,
\qquad J^2v=\frac{r^*rv}{\lambda}=-v .
$$

So $J$ maps the eigenspace of $\lambda$ to itself. It preserves length, since $|rv|^2=\lambda|v|^2$, and it is antiunitary with square $-1$. By (3) with $A=1$, $v$ and $Jv$ are orthogonal. A vector $u$ of the eigenspace orthogonal to both has an image $Ju$ that is also orthogonal to both, because $\langle Ju|Jv\rangle=\langle v|u\rangle=0$ and $\langle Ju|v\rangle=-\langle Ju|J(Jv)\rangle=-\langle Jv|u\rangle=0$. The eigenspace can thus be exhausted pair by pair, and its dimension is even.

Nonzero reflection probabilities therefore come in equal pairs, the rank of $r$ is even, and the number of open channels, $N-\mathrm{rank}\,r$, has the parity of $N$. For even $N$ it may be zero. This is why the two edges of a strip lose their protection when they are coupled: two odd numbers of pairs add up to an even one. A strip contacted at both ends contains both edges, so the result for odd $N$, and the bound $G\geq e^2/h$, apply to each edge separately and only as long as scattering between the edges is negligible.

## What each derivation assumes

The first derivation uses the asymptotic modes, time-reversal symmetry of the whole system and conservation of flux. It needs no division of $H$ into a free part and a perturbation, and the modes may have different speeds. It does not show how a given $V$ produces a given reflection amplitude.

The second derivation was carried out for a specific $H_0$ with a single speed and a local $V$. In return it gives the amplitude (8), and it shows how the vanishing matrix element of $V$ becomes the vanishing of $r_{nn}$.

They also use flux conservation differently. In the first it enters the proof of $S^T=-S$. In the second, $r^T=-r$ follows from $\Theta T\Theta^{-1}=T^\dagger$, and flux conservation serves only to show that the limit $z\to E+i0$ exists and, afterwards, to conclude that what is not reflected is transmitted. Uniform absorption, $V=-i\gamma$ with real $\gamma>0$, makes the difference visible. It satisfies $\Theta V\Theta^{-1}=i\gamma=V^\dagger$ and reflects nothing, but the right-moving wave obeys $\psi'=(ik-\gamma/\hbar v)\psi$ and is transmitted with probability $e^{-2\gamma L/\hbar v}<1$.

Both derivations fail if a magnetic term breaks the symmetry, although not every such term removes the open channel. In the model of the second derivation, a term $b\sigma_z$ on $0<x<L$, the same for all pairs, is odd under $\Theta$, but it is absorbed by multiplying the solution by $e^{-ibx/\hbar v}$, which leaves $r$ unchanged. Neither covers inelastic scattering, for which $S$ at a single energy is in general not unitary. The open channel and the bound on $G$ are therefore established only for an edge short enough, and a temperature low enough, that such processes can be neglected.

## Three pairs with uniform coupling

Take $N=3$, $E=0$ and, for $0<x<L$,

$$
V=\begin{pmatrix}0&B\\B^T&0\end{pmatrix},\qquad
B=\begin{pmatrix}0&m_3&-m_2\\-m_3&0&m_1\\m_2&-m_1&0\end{pmatrix},
$$

with a real vector $m$. To check the symmetry, use $\Theta(\psi_R,\psi_L)=(\psi_L^*,-\psi_R^*)$. Then $\Theta V$ gives $(B^T\psi_R^*,-B\psi_L^*)$ and $V\Theta$ gives $(-B\psi_R^*,B^T\psi_L^*)$. They agree because $B^T=-B$.

The two components of $H\psi=0$ are

$$
\psi_R'=-\frac{i}{\hbar v}B\psi_L,\qquad \psi_L'=\frac{i}{\hbar v}B^T\psi_R .
$$

Differentiating the first and inserting the second gives $\psi_R''=BB^T\psi_R/(\hbar v)^2$. Since $Bu=u\times m$ and $B^Tu=m\times u$,

$$
BB^Tu=(m\times u)\times m=|m|^2u-m\,(m\cdot u).
$$

The part of $\psi_R$ along $m$ is constant, because $B\psi_L$ is perpendicular to $m$. It is transmitted without reflection, because $B^Tm=0$. For the perpendicular part set $\kappa=|m|/\hbar v$. Nothing arrives from the right, so $\psi_L(L)=0$ and hence $\psi_R'(L)=0$. With incoming amplitude $a_\perp$,

$$
\psi_{R\perp}(x)=a_\perp\frac{\cosh\kappa(L-x)}{\cosh\kappa L}.
$$

The transmission eigenvalues are therefore $1$ and twice $1/\cosh^2\kappa L$. Integrating $\psi_L'$ from $0$ to $L$ gives

$$
\psi_L(0)=-\frac{i}{\hbar v}B^Ta\,\frac{\tanh\kappa L}{\kappa}=-\frac{i}{|m|}B^Ta\tanh\kappa L .
$$

The coefficient of $\Theta\phi_m$ has the opposite sign, and $B^T=-B$, so

$$
r=-\frac{i}{|m|}B\tanh\kappa L, \tag{13}
$$

which is antisymmetric. For $\kappa L\ll1$ it reduces to the first-order result $-iBL/\hbar v$. For $\kappa L\gg1$ two channels close and the third remains open.

Choose $m=(1,2,2)$ meV, $\hbar v=300$ meV nm and $L=100$ nm. Then $|m|=\sqrt{1+4+4}=3$ meV and $\kappa L=3\times100/300=1$. The closing channels have transmission $1/\cosh^21=0.420$, and

$$
G=(1+2\times0.420)\,\frac{e^2}{h}=1.840\,\frac{e^2}{h}=71.28\ \mu\mathrm{S}.
$$

The open channel is $m/|m|=(1,2,2)/3$. A wave sent into mode 1 alone is a different superposition. The first column of $B$ is $(0,-2,2)$ meV and $\tanh^21=0.580$, so it is reflected into the partners of modes 1, 2 and 3 with probabilities $0$, $\tfrac49\times0.580=0.258$ and $0.258$. It is transmitted with probability $0.484$. The protection concerns one superposition, not each mode.

## Random disorder

The numerical check integrates the same wave equation for random, time-reversal symmetric $V(x)$, with one sample for each $N$ from 1 to 5. At a length of 600 nm and $E=10$ meV it finds one open channel for $N=1,3,5$ and none for $N=2,4$. In the sample with $N=2$, both eigenvalues fall from 0.719 at 100 nm to 0.001 at 600 nm. With $N=3$, two eigenvalues fall from 0.178 to below $10^{-6}$, while the third stays at 1.

The open channel can depend on energy. In the uniform example it is $m/|m|$ at every $E$, because $B^Tm=0$ and $B\psi_L\perp m$ do not involve $E$; with disorder it changes. In the sample with $N=3$, the channels at 10 and 20 meV have a squared overlap of 0.655. Adding a magnetic term $\sigma_x$ of 10 meV to this sample lowers the largest transmission eigenvalue to $8\times10^{-5}$.

A last case has one pair outside and three inside. In the first 100 nm of the $N=3$ sample, an electron entering in mode 1 leaves in mode 1 with probability 0.131. When pairs 2 and 3 are gapped at both ends, so that pair 1 alone reaches the leads, this probability becomes 1 to within $10^{-6}$. The electron still mixes with the other pairs inside, but, apart from tunnelling through the gapped regions (a gap term of 60 meV over 60 nm at each end), the leads now have $N=1$, and the one possible reflection would be into its own Kramers partner.

## Table of computed values

```
Kramers partners, random V (dimensionless matrix elements)
  |<Theta a|V|a>| below 1e-12: True
  |<Theta a|T|a>| below 1e-11: True
  |<Theta a|V|b>|, b not a: 0.1844
  magnetic sigma_x: 1.000
  non-Hermitian i sigma_x: 1.000
  Theta^2=+1, V=diag(1,2), psi=(1,i)/sqrt2: 0.500
Worked example, N = 3, E = 0
  m = [1. 2. 2.] meV, |m| = 3.000 meV
  hbar v = 300 meV nm, L = 100 nm, |m|L/(hbar v) = 1.000
  tanh = 0.76159, 1/cosh^2 = 0.41997
  transmission eigenvalues: [0.41997 0.41997 1.     ]
  open channel m/|m|: [0.33333 0.66667 0.66667]
  input channel 1: reflection into partners 1,2,3: [0.      0.25779 0.25779]
  input channel 1: total transmission 0.48442
  conductance 1.83995 e^2/h = 71.280 microsiemens
First-order r: error ratio when V is halved = 4.002 (second order: 4)
Disorder: E = 10 meV, slice 10 nm, strength 15 meV, 60 slices
  N = 1: open channels 1, conductance 1.00000 e^2/h
  N = 2: open channels 0, conductance 0.00199 e^2/h
  N = 3: open channels 1, conductance 1.00000 e^2/h
  N = 4: open channels 0, conductance 0.26059 e^2/h
  N = 5: open channels 1, conductance 1.00000 e^2/h
Transmission eigenvalues against length
  N = 2, L = 100 nm: 0.719083 0.719083
  N = 2, L = 300 nm: 0.010351 0.010351
  N = 2, L = 600 nm: 0.000994 0.000994
  N = 3, L = 100 nm: 0.177687 0.177687 1.000000
  N = 3, L = 300 nm: 0.000083 0.000083 1.000000
  N = 3, L = 600 nm: 0.000000 0.000000 1.000000
Open channel weights at E = 10 meV: [0.0083 0.8887 0.103 ]
Open channel weights at E = 20 meV: [0.1516 0.4014 0.4469]
Squared overlap of these two channels: 0.6554
N = 3 with magnetic term 10 meV: largest eigenvalue 0.000076
Channel 1 to 1 through 100 nm disorder: 0.13113
  same, pairs 2 and 3 gapped by 60 meV over 60 nm at each end: 1.000000
```
